The exact-exchange stress tensor in plane waves, including the singularity correction

**What fails without the singular term**

In a plane-wave code the exchange energy contains one term, at zero momentum transfer, where the Coulomb kernel 4π/Q² diverges and is replaced by a finite number v0. In the auxiliary-function (Madelung) scheme treated here, that number depends on the size and shape of the cell and on the k mesh; schemes that truncate the kernel instead change it at every Q and need their own strain terms. If the stress routine strains the kernel everywhere else but treats v0 as a constant, the stress is not the derivative of the energy. In the triclinic model computed below, the trace of the strain derivative then comes out as 2.223 hartree instead of 1.415 hartree. If v0 is instead given only the strain dependence of a uniform expansion, the trace is right but a diagonal component is wrong by 0.109 hartree, against a correct value of 0.477 hartree. The trace is thus a useful check, but an incomplete one.

**Conventions and the energy**

Hartree atomic units are used. The system is a closed-shell insulator with N_occ doubly occupied bands and norm-conserving orbitals. The uniform k mesh has N_k points at fixed fractional coordinates. The cell volume is Ω, and V = N_k Ω is the volume of the supercell on which the orbitals are normalized. For a Γ-centred mesh they are periodic on it; for a shifted mesh they are periodic up to a phase common to all k, so the products ψ_i* ψ_j used below are still periodic. The orbitals are

ψ_nk(r) = V^(−1/2) Σ_G c_nk(G) exp[i(k+G)·r],  Σ_G |c_nk(G)|² = 1.

The stress is defined with a plus sign,

σ_ab = (1/Ω) ∂E_x/∂ε_ab,

where E_x is the energy per cell and ε is a symmetric strain. The nine ε_ab are differentiated as independent variables. A numerical off-diagonal derivative therefore puts half the step into ε_ab and half into ε_ba.

Each spin contributes −1/2 times a sum over pairs of occupied orbitals, so two spins give −1. Per cell,

E_x = −(1/N_k) Σ_ij ∫∫ ρ_ij*(r) ρ_ij(r') / |r−r'| dr dr',  ρ_ij = ψ_i* ψ_j,

with i = nk and j = mk'. Multiplying the two expansions gives

ρ_ij(r) = (1/V) Σ_G M_ij(G) exp[i(k'−k+G)·r],
M_ij(G) = Σ_G' c_nk*(G') c_mk'(G'+G).

Let Q = k'−k+G. The potential of exp(iQ·r) is (4π/Q²) exp(iQ·r), and integrating the product of two waves over the supercell gives V if they are equal and zero otherwise. The double integral is therefore V Σ_G |M_ij/V|² 4π/Q² = (1/V) Σ_G |M_ij|² 4π/Q². Collect all pairs with the same Q into

S(Q) = (1/N_k) Σ_ij |M_ij(Q−k'+k)|²,

where only pairs for which Q−k'+k is a reciprocal lattice vector contribute. Then

E_x = −(1/V) Σ_Q S(Q) 4π/Q²,

with Q running over the reciprocal lattice of the supercell. At Q = 0 we have k' = k and G = 0, and M_ij is the overlap of two orbitals at the same k, which is δ_nm. Hence S(0) = N_occ.

**The value that replaces the divergence**

For a dense mesh, (1/V) Σ_Q becomes ∫ d³Q/(2π)³, in which 1/Q² is integrable. Subtract and add a function with the same singularity,

F(Q) = 4π exp(−αQ²)/Q².

The difference S(Q) 4π/Q² − N_occ F(Q) is bounded and is left to the mesh. The added part is integrated analytically:

∫ F d³Q = 4π · 4π ∫₀^∞ exp(−αQ²) dQ = 8π² √(π/α),
(V/(2π)³) ∫ F d³Q = V/√(πα).

The mesh sum of the difference still needs a value at Q = 0. Exchanging i and j shows that S(−Q) = S(Q), so for smooth S there is no linear term: S(Q) = N_occ − Q·C·Q + …. With exp(−αQ²) = 1 − αQ² + …, the difference approaches 4πα N_occ − 4π Q·C·Q/Q², whose second piece depends on the direction of Q unless C is isotropic. The first piece is kept. The curvature C is dropped, which causes an energy error of order 1/V. Writing Σ' for a sum without Q = 0, we obtain

E_x = −(1/V) [ Σ'_Q S(Q) 4π/Q² + N_occ v0 ],   (1)

v0 = 4πα + V/√(πα) − Σ'_Q F(Q).   (2)

**What changes under strain**

Positions transform as r → (1+ε)r. Phases such as Q·r for a lattice vector r must be preserved, so to first order Q → (1−εᵀ)Q, which is (1−ε)Q for a symmetric strain. The mesh points follow the same rule because their fractional coordinates are fixed. The volume becomes V(1+Tr ε). Therefore

∂V/∂ε_ab = δ_ab V,  ∂(1/V)/∂ε_ab = −δ_ab/V,
∂Q_c/∂ε_ab = −δ_cb Q_a,  ∂Q²/∂ε_ab = −2 Q_a Q_b.

The coefficients c are held fixed. Their orthonormality is a statement about sums of products of coefficients, with no metric in it, so it survives the strain, and M and S(Q) do not change. Augmented orbitals with a strain-dependent overlap would need further terms.

Fixed coefficients suffice for the total stress if the total energy, including this exchange term, is stationary with respect to the orbitals under orthonormality: the first-order change of the orbitals then drops out. It drops out of the total, not of E_x separately. If exact exchange is evaluated on orbitals from another functional, the stress also needs the orbital response. The derivative refers to a fixed set of integer plane-wave labels. An energy computed at a fixed kinetic-energy cutoff has the same derivative as long as the strain moves no plane wave across the cutoff. In an incomplete basis it jumps when one does, so its slope over a strain large enough to include such jumps is different.

**The stress tensor**

For Q ≠ 0 the kernel derivative is

∂(4π/Q²)/∂ε_ab = −(4π/Q⁴)(−2 Q_a Q_b) = (4π/Q²) 2Q_aQ_b/Q².

The prefactor 1/V in (1) contributes −δ_ab E_x. Together,

∂E_x/∂ε_ab = −δ_ab E_x − (1/V) [ Σ'_Q S(Q) (4π/Q²) 2Q_aQ_b/Q² + N_occ ∂v0/∂ε_ab ].   (3)

For v0, keep α fixed. Since dF/d(Q²) = −F (1/Q² + α),

∂F/∂ε_ab = 2 Q_a Q_b F (1/Q² + α).

The constant 4πα has no strain derivative, so

∂v0/∂ε_ab = δ_ab V/√(πα) − Σ'_Q F(Q) 2Q_aQ_b (1/Q² + α).   (4)

Dividing (3) by Ω gives the stress:

σ_ab = −δ_ab E_x/Ω − (1/(ΩV)) [ Σ'_Q S(Q) (4π/Q²) 2Q_aQ_b/Q² + N_occ ∂v0/∂ε_ab ].   (5)

Both v0 and its derivative depend on the lattice, the mesh and α, but not on the orbitals. They can be computed once per geometry. In a hybrid functional, the mixing fraction multiplies (1) and (5) alike.

**The trace**

Setting a = b in (3) and summing, with Σ_a Q_aQ_a/Q² = 1, gives

Σ_a ∂E_x/∂ε_aa = −3E_x − (1/V) [ 2 Σ'_Q S 4π/Q² + N_occ Σ_a ∂v0/∂ε_aa ].   (6)

From (4),

Σ_a ∂v0/∂ε_aa = 3V/√(πα) − 2Σ'F − 2α Σ'Q²F.

Differentiating (2) with respect to α, with ∂F/∂α = −Q²F, gives

α ∂v0/∂α = 4πα − V/(2√(πα)) + α Σ'Q²F.   (7)

Now form 2v0 − 2α ∂v0/∂α. The two terms 8πα cancel, the volume terms add to 3V/√(πα), and the sums give −2Σ'F − 2αΣ'Q²F. Hence

Σ_a ∂v0/∂ε_aa = 2v0 − 2α ∂v0/∂α.

Insert this in (6). By (1), the terms with the factor 2 combine to +2E_x, so

Ω Tr σ = −E_x + (2αN_occ/V) ∂v0/∂α.   (8)

The last term can be evaluated. In (7), Q²F = 4π exp(−αQ²). Poisson summation over all Q, with R the supercell lattice vectors, reads

Σ_Q exp(−αQ²) = V/(8(πα)^(3/2)) Σ_R exp(−R²/4α).

Removing Q = 0 subtracts 1, so

α Σ'Q²F = V/(2√(πα)) Σ_R exp(−R²/4α) − 4πα.

In (7) the terms 4πα cancel, and the R = 0 term cancels −V/(2√(πα)). What remains is

Ω Tr σ = −E_x + (N_occ/√(πα)) Σ'_R exp(−R²/4α).   (9)

For α much smaller than the square of the shortest supercell vector, the correction is exponentially small and

Tr σ = −E_x/Ω.

This is Coulomb scaling: stretching all lengths by λ at fixed coefficients divides E_x by λ. When E_x is negative, the trace is positive, and the exchange contribution to the pressure, −Tr σ/3 = E_x/(3Ω), is negative. The mesh-converged exchange energy is negative, but (1) need not be for a very elongated supercell: in a tetragonal one v0 changes sign between c/a = 3.7 and 3.8, beyond which a constant orbital has E_x = −v0/V > 0. A code that defines stress with the opposite sign finds +E_x/Ω for the trace.

The term 4πα in (2) matters here. Without it, ∂v0/∂α changes by −4π, and (8) acquires the extra term −8παN_occ/V, where E_x is now the energy computed without that term. This defect falls only as 1/V. The trace relation can also be restored by letting α vary as V^(2/3) under strain and differentiating it too. Then ∂α/∂ε_ab = (2/3)αδ_ab, and the added contribution to the trace, −(N_occ/V)(∂v0/∂α) 2α, cancels the last term of (8). This repairs the trace, not the energy: without 4πα, E_x is still too high by 4παN_occ/V, and if α is also raised as V^(2/3) when the mesh is refined, that error falls only as V^(−1/3). If the energy follows one of these rules for α and the stress the other, the trace misses the derivative of the energy by the last term of (8). With 4πα kept, this is the sum in (9), negligible only for small α.

**What the trace cannot detect**

Suppose (4) is replaced by (2/3)v0 δ_ab. Its trace is 2v0, so the trace check is passed. The replacement is justified if the supercell has cubic symmetry, because a symmetric tensor with that symmetry is a multiple of δ_ab. A cubic cell with unequal mesh divisions does not qualify.

The size of the error follows from dimensions. At negligible α dependence, v0 and its strain derivative scale as L² when the supercell is enlarged uniformly by a length factor L, while V scales as L³. The error in ∂E_x/∂ε_ab,

(N_occ/V) [∂v0/∂ε_ab − (2/3)v0 δ_ab],

therefore decays as 1/L, or N_k^(−1/3) when the mesh is refined uniformly.

Nor does the trace measure k-point convergence. Multiplying v0 and its derivative by the same constant leaves the trace relation intact while making the energy wrong. A finite strain difference of the energy, component by component, tests the derivative. Convergence with the mesh has to be examined separately.

**A triclinic example**

The model cell has Ω = 301.056 bohr³ and contains two Gaussian wells. Two bands are occupied, and a 2×2×2 mesh gives V = 2408.448 bohr³. The smallest gap on the mesh is 0.47 hartree. With α = 1 bohr², v0 = 486.777 bohr². The singular part of the energy is

−2 × 486.777/2408.448 = −0.40422 hartree,

out of E_x = −1.41489 hartree per cell. The diagonal strain derivatives, in hartree, are:

regular part:  xx 0.41668, yy 0.36084, zz 0.23314
singular part: xx 0.04952, yy 0.11075, zz 0.24396
total:         xx 0.46620, yy 0.47159, zz 0.47710

The regular part is the contribution of Q ≠ 0 and the singular part that of v0, each with its share of −δ_ab E_x. Each is strongly anisotropic; their sum is nearly isotropic. The total trace is 0.46620 + 0.47159 + 0.47710 = 1.41489 hartree, equal to −E_x. Divided by Ω this is

Tr σ = 4.6998×10⁻³ hartree/bohr³ = 138.27 GPa.

These digits test an identity within the model; they are not a claim about a material, nor are they converged. The cutoff is 3 hartree; raising it to 5 hartree moves E_x to −1.511 hartree, and a 4×4×4 mesh moves it to −1.407 hartree, while the trace identity holds in each case. The numerical check compares all six components with finite strain differences of an energy built separately, from real-space orbital products in the supercell and a full Ewald value of v0. The largest difference is 3×10⁻⁹ hartree.

Freezing v0 removes −2N_occ v0/V from the trace, which becomes 1.41489 + 0.80845 = 2.22334 hartree, where 0.80845 hartree is twice the magnitude of the singular part of the energy. The isotropic replacement keeps the trace at 1.41489 hartree but gives zz = 0.36788 hartree, too low by 0.10922.

The auxiliary width behaves as (9) predicts. The defect Ω Tr σ + E_x is at rounding level for α = 1 bohr², 4.8×10⁻⁴ hartree for α = 4 bohr² and 3.1×10⁻² hartree for α = 9 bohr². If 4πα is omitted from v0, the defect at α = 1 bohr² is −8π × 2/2408.448 = −0.0209 hartree.

**A localized orbital as an absolute check**

The checks above share the definition of v0 as the finite part of a lattice sum. A single doubly occupied Gaussian orbital with density exp(−r²)/π^(3/2) tests its value against an isolated system. Its exchange energy is −U, with U = 0.797885 hartree from radial quadrature. The Fourier transform of the density is exp(−Q²/4), so S(Q) = exp(−Q²/2) = 1 − Q²/2 + …. The dropped curvature would have added −2π to the bracket in (1). Without it the periodic energy should be −U − 2π/V, up to exponentially small terms. For V = 2408.448 bohr³ this is −0.7978846 − 0.0026088 = −0.8004934 hartree, equal to the computed value at this precision.

By scaling and spherical symmetry, the isolated orbital has ∂E_x/∂ε_ab = (U/3)δ_ab. In the triclinic box, the largest deviation from this tensor is 2.67×10⁻³ hartree. It falls to 3.34×10⁻⁴ hartree when all box lengths are doubled, a factor of 8, as expected for an error proportional to 1/V. With the isotropic replacement, the deviations are 5.19×10⁻² and 2.70×10⁻² hartree, close to the slow 1/L decay.

**Screened exchange**

For the short-range kernel

v(Q) = 4π [1 − exp(−Q²/4ω²)]/Q²

the limit v(0) = π/ω² is finite. The Q = 0 term is included with this value, and v0 is not needed, provided the range 1/ω is short compared with the supercell; as ω → 0 the value π/ω² itself diverges. The same chain rule gives

∂E_x/∂ε_ab = −δ_ab E_x + (1/V) Σ_Q S(Q) 2Q_aQ_b dv/d(Q²),

dv/d(Q²) = 4π [ exp(−Q²/4ω²)/(4ω²Q²) − (1 − exp(−Q²/4ω²))/Q⁴ ].

The Q = 0 term of the sum vanishes because of the factor Q_aQ_b. Scaling Q and ω together by λ multiplies v by λ^(−2). Differentiating at λ = 1 gives

2Q² dv/d(Q²) + ω ∂v/∂ω = −2v.

Taking the trace and using E_x = −(1/V) Σ_Q S v,

Ω Tr σ = −3E_x + (1/V) Σ_Q S (−2v − ω ∂v/∂ω) = −E_x + ω ∂E_x/∂ω.

Holding ω fixed introduces a length that does not strain with the cell, so the trace is no longer −E_x/Ω. For ω = 0.20 bohr⁻¹ in the model cell, 0.98009 + 0.39804 = 1.37814 hartree to rounding, in agreement with the trace of the analytic tensor. A trace check against −E_x/Ω alone would wrongly reject this correct stress. The identity holds whether or not 1/ω is short enough. In this supercell, whose shortest vector is 11.2 bohr, the Gaussian orbital of the previous section differs from its isolated screened energy by 5×10⁻⁴ hartree at ω = 0.20 bohr⁻¹ and by 2.7×10⁻² hartree at ω = 0.11 bohr⁻¹, so smaller ω needs a denser mesh.

Computed results

```
lattice vector a1 (bohr): [5.6 0.  0. ]
lattice vector a2 (bohr): [0.9 6.4 0. ]
lattice vector a3 (bohr): [ 0.5 -0.8  8.4]
well depth 3.0 hartree, fractional position [0.1  0.2  0.15]
well depth 2.4 hartree, fractional position [0.55 0.6  0.65]
well width 1.6 bohr; cutoff 3.0 hartree
k points 8; occupied bands 2; plane waves per k 68 to 82
cell volume 301.0560 bohr^3; supercell volume 2408.4480 bohr^3
band gap on the mesh: 0.4719 hartree
S(0): 2.0000000000
alpha 1.0 bohr^2; v0 486.776614 bohr^2
E_x, formula: -1.41488895 hartree per cell
E_x, real-space products: -1.41488895 hartree per cell
singular part of E_x: -0.40422431 hartree
strain derivatives in hartree, order xx yy zz yz xz xy
regular part:  +0.4166816 +0.3608449 +0.2331381 +0.0003090 +0.0000960 +0.0032658
singular part: +0.0495161 +0.1107479 +0.2439603 +0.0011404 -0.0002744 -0.0030748
total formula: +0.4661977 +0.4715928 +0.4770985 +0.0014494 -0.0001784 +0.0001910
finite diff.:  +0.4661977 +0.4715928 +0.4770985 +0.0014494 -0.0001784 +0.0001910
largest difference: 3.1e-09 hartree
trace of total: 1.41488895 hartree
stress (GPa), same order: +45.560 +46.087 +46.625 +0.142 -0.017 +0.019
trace of stress: 4.69975337e-03 hartree/bohr^3
-E_x/volume:     4.69975337e-03 hartree/bohr^3
trace of stress: 138.2715 GPa
frozen v0: trace 2.22333757 hartree
isotropic dv0: +0.5514230 +0.4955864 +0.3678796 +0.0003090 +0.0000960 +0.0032658
isotropic dv0: trace 1.41488895 hartree, largest error 0.109219 hartree
trace + E_x (hartree), with and without the 4 pi alpha term:
  alpha 1.0 bohr^2: +3.086e-14 -2.087e-02
  alpha 4.0 bohr^2: +4.773e-04 -8.300e-02
  alpha 9.0 bohr^2: +3.138e-02 -1.565e-01
screened kernel, omega 0.20 1/bohr: E_x -0.98009394 hartree
screened: trace 1.37813517, omega dE_x/domega 0.39804126 hartree
screened: largest finite-difference error 8.3e-09 hartree
isolated Gaussian (density exp(-r^2)): U 0.79788456 hartree
  box 2408.45 bohr^3: E_x -0.80049337 hartree
    largest deviation from U/3: full 2.672e-03, isotropic dv0 5.194e-02 hartree
  box 19267.58 bohr^3: E_x -0.79821066 hartree
    largest deviation from U/3: full 3.340e-04, isotropic dv0 2.697e-02 hartree
deviation ratio for eightfold volume: 8.00000
```
